# Schur's Lemma and Wedge Sums for the Electron-Phonon Self-Energy

Let $k$ be the wavevector of an electron state in a crystal of $N$ cells, and let $G_k$ be its little group: the point operations $S$ of the crystal for which $Sk$ equals $k$ up to a reciprocal lattice vector. Its order is $|G_k|$. The letters $k$, $q$, $l$ and $R$ denote vectors, and spin is omitted. A symmetry multiplet is a set of $d$ degenerate Bloch states that carries an irreducible representation $D(S)$ of $G_k$ by unitary matrices. The self-energy at complex energy $z=\varepsilon+i\eta$, with $\eta>0$, is a sum over phonon wavevectors on a mesh of $N$ points,

$$\Sigma(k,z)=\frac1N\sum_q\Sigma^{(q)}(k,z).$$

The statement to be proved is that, on a mesh invariant under $G_k$, the block of $\Sigma$ within the multiplet is $\sigma\,\mathbb 1$, with

$$\sigma=\frac1N\sum_{q\in\text{wedge}}w_q\,\frac1d\,\mathrm{Tr}\,s^{(q)} .\tag{1}$$

Here $s^{(q)}$ is the $d\times d$ block of $\Sigma^{(q)}$, the wedge contains one representative of each star of $q$ under $G_k$, and $w_q$ is the number of points in that star. The single terms $s^{(q)}$ are in general not proportional to the identity, which is why the trace is needed.

The proof needs the form of $\Sigma^{(q)}$. Take one atom of mass $M$ per cell, several orbitals per atom, and hopping matrices that depend on the bond vector:

$$H_{\rm el}=\sum_l E_0|l\rangle\langle l|+\sum_{l,R}T(R+u_{l+R}-u_l)\,|l+R\rangle\langle l| .$$

Here $E_0$ is the on-site matrix, $u_l$ is the displacement of atom $l$, and $T(-r)=T(r)^\dagger$ makes $H_{\rm el}$ Hermitian. With $|k\rangle=N^{-1/2}\sum_l e^{ik\cdot l}|l\rangle$, the undisplaced Hamiltonian is $h(k)=E_0+\sum_R e^{-ik\cdot R}T(R)$. The harmonic displacements are

$$u_l=\frac1{\sqrt N}\sum_{q\nu}A_{q\nu}e_{q\nu}e^{iq\cdot l}(a_{q\nu}+a^\dagger_{-q\nu}),\qquad A_{q\nu}^2=\frac{\hbar}{2M\omega_{q\nu}} .$$

For one atom per cell the dynamical matrix is real and even in $q$, so the polarisation vectors can be chosen real with $e_{-q\nu}=e_{q\nu}$.

Expand $H_{\rm el}$ as $H_0+V_1+V_2$ in powers of the displacements. In $V_1$ the difference $u_{l+R}-u_l$ brings the factor $e^{iq\cdot l}(e^{iq\cdot R}-1)$. Between $|k\rangle$ and $\langle k+q|$ the phases depending on $l$ cancel, which leaves $e^{-i(k+q)\cdot R}(e^{iq\cdot R}-1)$. The coupling matrix multiplying $A_{q\nu}(a_{q\nu}+a^\dagger_{-q\nu})/\sqrt N$ is therefore

$$g_\nu(k,q)=\sum_R\left(e^{-ik\cdot R}-e^{-i(k+q)\cdot R}\right)(e_{q\nu}\cdot\nabla)T(R).$$

The second-order term is $V_2=\tfrac12\sum_{l,R}[(u_{l+R}-u_l)\cdot\nabla]^2T(R)\,|l+R\rangle\langle l|$. Its thermal average uses $\langle(a_{q\nu}+a^\dagger_{-q\nu})(a_{-q\nu}+a^\dagger_{q\nu})\rangle=2n_{q\nu}+1$, with $n$ the Bose occupation, and $|e^{iq\cdot R}-1|^2=2-2\cos q\cdot R$.

One electron is added to empty bands while the phonons are in equilibrium. For an initial phonon state $i$ of energy $E_i$ and probability $p_i$, the averaged resolvent is $\bar G(z)=\sum_ip_i\langle i|(z+E_i-H)^{-1}|i\rangle$, where $H$ includes the phonon energy. Write $\mathcal R_i$ for the same resolvent without $V_1$ and $V_2$; then $\langle i|\mathcal R_i|i\rangle=(z-h)^{-1}=G_0$. Expansion in $V_1+V_2$ gives $\bar G=G_0+G_0\Sigma G_0+\dots$. The term linear in $V_1$ vanishes because it changes a phonon number. To second order in the displacements,

$$\Sigma=\langle V_2\rangle+\sum_ip_i\langle i|V_1\mathcal R_iV_1|i\rangle .$$

The state $k+q$ is reached in two ways. Absorbing a phonon $q$ has weight $n$ and lowers the phonon energy by $\hbar\omega$, so the denominator is $z+\hbar\omega-h(k+q)$. Emitting a phonon $-q$ has weight $n+1$ and the denominator $z-\hbar\omega-h(k+q)$. Hence $\Sigma^{(q)}$ is the sum of a Fan and a Debye-Waller term,

$$\Sigma^{(q)}=\sum_\nu A_{q\nu}^2\left\{g_\nu^\dagger\left[\frac{n_{q\nu}+1}{z-\hbar\omega_{q\nu}-h(k+q)}+\frac{n_{q\nu}}{z+\hbar\omega_{q\nu}-h(k+q)}\right]g_\nu+\frac{2n_{q\nu}+1}2H''_\nu\right\},\tag{2}$$

$$H''_\nu=\sum_Re^{-ik\cdot R}(2-2\cos q\cdot R)(e_{q\nu}\cdot\nabla)^2T(R).$$

The fractions are matrix inverses. The modes at $q=0$ are uniform translations, which leave every bond vector unchanged; they do not couple and are given zero weight. This is exact for the finite crystal, but $\Sigma^{(q)}$ does not vanish as $q\to0$: with $g_\nu\propto q$ and $A^2n\propto1/\omega^2$ it tends to a finite, direction-dependent limit, so as an approximation to the zone integral the mesh sum carries an error of order $1/N$ from this point.

Now let $S$ be a point operation of the crystal and $O(S)$ the unitary matrix by which it acts on the orbitals. Symmetry of the hopping means $T(Sr)=O(S)T(r)O(S)^\dagger$, and $O(S)$ commutes with $E_0$. Replacing the summation variable $R$ by $SR$, and using $Sk\cdot SR=k\cdot R$, gives

$$h(Sk)=O(S)h(k)O(S)^\dagger .$$

Differentiating the symmetry relation along $Se$ at $Sr$ gives $(Se\cdot\nabla)T(Sr)=O(S)[(e\cdot\nabla)T(r)]O(S)^\dagger$, and likewise for the second derivative. With polarisation $Se$, both $g_\nu$ and $H''_\nu$ at $(Sk,Sq)$ are therefore their values at $(k,q)$ conjugated by $O(S)$.

The dynamical matrix obeys $C(Sq)=SC(q)S^T$, so $Se_{q\nu}$ is a polarisation vector at $Sq$ with the same frequency. If frequencies coincide, a different orthonormal set may be chosen at $Sq$. This does no harm, because (2) contains the polarisations through sums $\sum_\nu e_\alpha e_\beta F(\omega_\nu)$, which are elements of a matrix function of $C$ and do not depend on that choice. The condition is that degenerate phonons are all kept. The intermediate electron states enter through functions of the whole matrix $h(k+q)$, so the proof also assumes that no degenerate set of these is cut. Without that assumption the transformation rule derived below is not guaranteed, although the final sum may still be a multiple of the identity in particular cases.

Inserting these rules in (2), the inner factors $O^\dagger O$ cancel. For $S$ in $G_k$ the argument $Sk$ may be replaced by $k$, since $e^{-iK\cdot R}=1$ for a reciprocal lattice vector $K$. The result is

$$\Sigma^{(Sq)}(k,z)=O(S)\,\Sigma^{(q)}(k,z)\,O(S)^\dagger ,\qquad S\in G_k.\tag{3}$$

Let the columns of $U$ be the orthonormal states of the multiplet, so that $O(S)U=UD(S)$. Multiplying by $O^\dagger$ from the left and $D^\dagger$ from the right gives $O^\dagger U=UD^\dagger$, whose adjoint is $U^\dagger O=DU^\dagger$. The block $s^{(q)}=U^\dagger\Sigma^{(q)}U$ thus obeys

$$s^{(Sq)}=D(S)\,s^{(q)}D(S)^\dagger .\tag{4}$$

In other crystals the orbital matrices may also permute atoms and form a representation up to phase factors. The argument below needs (4) alone, where such a phase cancels between $D$ and $D^\dagger$.

Sum (4) over the mesh. Since $S$ permutes the mesh points, the left side is again the full sum, and $s=N^{-1}\sum_qs^{(q)}$ satisfies $s=D(S)sD(S)^\dagger$, or $D(S)s=sD(S)$ for every $S$ in $G_k$. Schur's lemma now follows in a few lines. Over the complex numbers $s$ has at least one eigenvalue $\sigma$. If $sv=\sigma v$, then $sD(S)v=D(S)sv=\sigma D(S)v$, so the eigenspace is carried into itself by every $D(S)$. It is not zero, and an irreducible representation has no smaller invariant subspace, so it is the whole multiplet. Therefore $s=\sigma\mathbb 1$. Hermiticity was not used, so the result covers the shift $\mathrm{Re}\,\sigma$ and the damping part $\mathrm{Im}\,\sigma$ together.

For the wedge formula, apply the same reasoning to one star. The operations that leave $q$ fixed, up to a reciprocal lattice vector, number $|G_k|/w_q$. As $S$ runs through $G_k$, each member of the star is reached that many times. With (4),

$$\sum_{q'\in\text{star}}s^{(q')}=\frac{w_q}{|G_k|}\sum_{S\in G_k}D(S)s^{(q)}D(S)^\dagger\equiv w_q\,m .$$

Conjugating $m$ by any $D(S')$ reorders the terms of the sum, so $m$ commutes with the representation and is a multiple of the identity. Each term has the trace of $s^{(q)}$, so $\mathrm{Tr}\,m=\mathrm{Tr}\,s^{(q)}$ and $m=(\mathrm{Tr}\,s^{(q)}/d)\mathbb 1$. Summing over stars and dividing by $N$ gives (1).

The traceless part of $s^{(q)}$ cancels among the members of a star. A wedge sum keeps one member, so this cancellation is lost and only the trace of the wedge sum is meaningful; being linear, the trace may be taken before or after summing. The trace is also independent of the basis chosen in the multiplet, which a diagonalisation routine leaves arbitrary. For $d=1$ the trace is the element itself. At a general $k$, where $G_k$ contains the identity alone, the wedge is the whole mesh and nothing is saved.

Two different multiplets $a$ and $b$ can be coupled by $\tau=U_a^\dagger\Sigma U_b$, which obeys $D_a\tau=\tau D_b$. The kernel of $\tau$ is invariant under $D_b$ and its image under $D_a$. By irreducibility $\tau$ is either zero or invertible, and invertibility would make the representations equivalent. Inequivalent multiplets are thus uncoupled. If the representations are equivalent and the bases are aligned so that $D_a=D_b$, the eigenvalue argument gives $\tau=\sigma_{ab}\mathbb 1$, and the star argument gives $\sigma_{ab}$ from the traces of the corresponding blocks. Such coupling can shift the two levels, also relative to each other, but each remains $d$-fold degenerate, because every block is a multiple of $\mathbb 1$.

A square lattice with round parameters shows the sizes involved. Each atom has one $s$ orbital and two shells of $p_x,p_y$ orbitals, with on-site energies $-4$, $0$ and $3$ eV. The hoppings reach the eight nearest atoms and carry the factor $f(r)=e^{-(r-a)/L}$, with $a=3$ Å and $L=1$ Å. Between $p$ shells $a'$ and $b'$,

$$T_{a'i,b'j}=f(r)\left[\pi_{a'b'}\delta_{ij}+(\sigma_{a'b'}-\pi_{a'b'})\hat r_i\hat r_j\right],$$

while the $s$-$p$ elements are proportional to $\hat r_i f(r)$ and odd in $r$. All strengths are listed in the numerical output. Central springs of 2 and 1 eV/Å$^2$ act along the sides and diagonals, and $M=50$ u. At $X=(\pi/a,0)$ the force constants are $4\times2+4\times1=12$ eV/Å$^2$ along $x$ and $4\times1=4$ eV/Å$^2$ along $y$. The phonon energies, 31.67 and 18.29 meV, have the corresponding ratio $\sqrt3$.

At $\Gamma$, where $k=0$, the little group $C_{4v}$ has eight operations. The $s$-$p$ terms cancel between $R$ and $-R$, and the $p$ states form two doublets of the same representation, at 0.9569 and 4.6204 eV. The temperature is 300 K, $\eta=50$ meV, and $z$ is taken at the energy of the multiplet concerned. The mesh has $24\times24=576$ points, and its wedge $0\le q_x\le q_y\le\pi/a$ has 91.

Formula (2) was tested separately on a two-site supercell with the phonons at $X$, for $k=0$ and $z$ at the lower doublet with $\eta=0.2$ eV. For each of the two modes in turn, the coupled electron-phonon Hamiltonian, with the full nonlinear hopping, was diagonalised and its thermal resolvent extrapolated to small displacement amplitude. To second order in the displacements the modes contribute additively, so the two self-energies were added. The difference of their sum from (2) was $8.5\times10^{-8}$ of the largest matrix element.

Consider the lower doublet and the single wavevector $q=(2\pi/a)(2/24,5/24)$. In meV,

$$s^{(q)}_{xx}=-21.52-76.57i,\quad s^{(q)}_{yy}=9.96-13.04i,\quad s^{(q)}_{xy}=6.44+12.86i .$$

This matrix is far from a multiple of the identity. Its half trace is $-5.78-44.80i$ meV. The explicit average over the eight star members has this value in both diagonal places and zero elsewhere, to rounding. Here the mechanism is visible directly: reflections in the axes reverse the sign of the $xy$ element, and reflections in the diagonals exchange $xx$ with $yy$. The star contributes $8(-5.78-44.80i)/576=-0.080-0.622i$ meV to $\sigma$.

The sum over all 576 points gives, for both $xx$ and $yy$,

$$\sigma=(11.379-12.379i)+2.288=13.667-12.379i\ \text{meV},$$

where the first term is Fan and the second Debye-Waller. The 91 half traces give the same number. Without the trace, the wedge gives $14.337-17.271i$ for $x$ and $12.998-7.487i$ meV for $y$. These deviate from $\sigma$ by about 5% in the real part and 40% in the imaginary part. Reflecting the wedge in the diagonal would exchange the two values, by (4). In the equally valid basis $(x\pm y)/\sqrt2$ the same untraced sum gives real parts of 15.058 and 12.277 meV. All these pairs have the mean $\sigma$, because the trace is unaffected.

The upper doublet has $\sigma=26.220-25.481i$ meV. Adding the real parts, with $\sigma$ taken at the unshifted energies, moves the levels to 0.9705 and 4.6466 eV; solving $E=\varepsilon+\mathrm{Re}\,\sigma(E+i\eta)$ on the same mesh instead gives 0.9712 and 4.6486 eV. With $z$ at the energy of the lower doublet, the coupling between the doublets is $\sigma_{12}=6.447-6.093i$ meV, again the same from the full sum and from wedge traces. Since $T$ is real, $h(-q)=h(q)^T$ and $g_\nu(0,-q)=g_\nu(0,q)^*$, so the contribution of $-q$ is the transpose of that of $q$, and $\sigma_{21}=\sigma_{12}$. Second-order perturbation theory then gives the lower doublet an extra complex shift of magnitude $|\sigma_{12}|^2/|\varepsilon_1-\varepsilon_2|\approx78.7/3663\approx0.02$ meV, which is small here because the doublets are far apart. This shift is of fourth order in the displacements, and other terms of that order are larger: for the lower doublet $|\sigma\,d\sigma/dz|$ is about 1.6 meV. The corresponding shift of the upper doublet requires $\sigma_{12}$ at that doublet's energy, which was not computed. These are values of the model for one mesh and one $\eta$. They are not converged in either. On a $168\times168$ mesh at the same $\eta$ the two doublets have $\sigma=13.69-12.96i$ and $27.41-27.25i$ meV, and on that mesh the lower one changes to $15.96-15.43i$ meV at $\eta=25$ meV and $11.38-10.56i$ meV at $\eta=100$ meV. The digits quoted serve the comparison of full and wedge sums, not the size of $\sigma$.

The conditions on the mesh and on the phonons can be seen to matter. On a $24\times20$ mesh, which lacks the fourfold rotation, the full sum gives real parts of 13.636 and 14.049 meV for $x$ and $y$, a false splitting of 0.41 meV. At the zone corner $q=(\pi/a,\pi/a)$, which every operation of $C_{4v}$ leaves fixed, $s^{(q)}$ is itself a multiple of the identity when both degenerate phonons are kept. It was found not to be one when the pair is cut to a single mode.

The wedge must belong to $k$. At $k=X$ the little group has four operations, $p_x$ and $p_y$ are no longer partners, and the wedge has 169 points. At the energy $z$ of the lower doublet at $\Gamma$, the $p_y$ element of the first shell is $6.370-10.921i$ meV from the full sum and from this wedge. The smaller wedge of $\Gamma$ gives $5.061-7.659i$ meV, which is too small in magnitude by 21% in the real part and 30% in the imaginary part; the same wedge reflected in the diagonal gives values too large by the same amounts.

Degeneracy by itself is not sufficient. If the $s$ on-site energy is raised to 3.534 eV, the $s$ level at $\Gamma$ coincides with the lower doublet. The self-energy is then $-3.370-3.428i$ meV for $s$ and $8.794-11.388i$ meV for each $p$ state, so the threefold level splits by 12.2 meV in its real part. The $p$ value differs from the earlier one because the intermediate states have changed. A trace over all three states would mix two unrelated scalars; the trace has to be taken over each irreducible multiplet separately. Similarly, when two inequivalent representations are degenerate through time reversal alone, the argument above gives one scalar for each, and their equality requires a further argument using the antiunitary operation.

## Numbers as computed

```
lattice constant 3.0 A, decay length 1.0 A
mass 50.0 u, temperature 300.0 K, eta 50 meV
springs near, diagonal: 2.0, 1.0 eV/A^2
on-site s, p1, p2: -4.0, 0.0, 3.0 eV
hopping at r=a: ss -0.5, sp1 0.5, sp2 0.4 eV
pp-sigma 11,12,22: 0.6, 0.3, 0.9 eV
pp-pi 11,12,22: -0.2, -0.1, -0.3 eV
phonon energies at X: 18.287, 31.674 meV
p multiplets at Gamma: 0.956878, 4.620364 eV
mesh 24x24: 576 points, wedge 91 points
supercell check, relative error: 8.5e-08
Lower multiplet, one q = (2pi/a)(2/24, 5/24), before 1/N:
 xx: -21.5172 -76.5661i meV
 yy: 9.9614 -13.0381i meV
 xy: 6.4395 +12.8556i meV
 yx: 6.4395 +12.8556i meV
 half trace: -5.7779 -44.8021i meV
 star mean xx: -5.7779 -44.8021i meV
 star mean yy: -5.7779 -44.8021i meV
 star mean |xy|: 2.3e-15 meV
Lower multiplet, sum over the zone:
 Fan: 11.3792 -12.3788i meV
 Debye-Waller: 2.2883 +0.0000i meV
 full xx: 13.6675 -12.3788i meV
 full yy: 13.6675 -12.3788i meV
 full |xy|: 2.6e-16 meV
 wedge, half trace: 13.6675 -12.3788i meV
 wedge untraced xx: 14.3365 -17.2706i meV
 wedge untraced yy: 12.9984 -7.4871i meV
 wedge untraced (x+y)/sqrt2: 15.0583 -10.8063i meV
 wedge untraced (x-y)/sqrt2: 12.2766 -13.9513i meV
Upper multiplet, sum over the zone:
 full xx: 26.2199 -25.4805i meV
 wedge, half trace: 26.2199 -25.4805i meV
Coupling of the two multiplets, full sum: 6.4470 -6.0927i meV
Coupling of the two multiplets, wedge: 6.4470 -6.0927i meV
levels + Re sigma: 0.970546, 4.646584 eV
Cases outside the conditions (z of the lower multiplet):
 24x20 mesh xx: 13.6360 -12.3941i meV
 24x20 mesh yy: 14.0489 -12.6415i meV
 wedge of X: 169 points
 X, p1y element, full sum: 6.3695 -10.9206i meV
 X, p1y element, wedge of X: 6.3695 -10.9206i meV
 X, p1y element, wedge of Gamma: 5.0613 -7.6588i meV
 s on-site energy for accidental degeneracy: 3.534120 eV
 accidental: s element: -3.3701 -3.4283i meV
 accidental: p element: 8.7937 -11.3879i meV
```
